# The Hartree–Cooley energy correction as a Newton step

An atomic-structure calculation solves the same radial equation again and again: for every orbital, and in every cycle of the self-consistent field. Each solution starts from a trial energy that is slightly wrong. After one sweep over the grid the program must decide how far to move the energy, and whether another sweep is worth its cost. Bisection halves the uncertainty per sweep. The correction derived here uses information already present in the sweep, and near the level it squares the error, up to a constant that can be computed.

## A case small enough for paper

Hartree atomic units are used throughout. Take a particle confined to \(0<r<L\) with no potential inside, so that

\[
u''=-2Eu,\qquad u(0)=u(L)=0 .
\]

The lowest level is \(E_1=\pi^2/(2L^2)\approx4.93/L^2\). Pretend not to know it, and try \(E=0\). The equation becomes \(u''=0\), whose solutions are straight lines. The one that vanishes at the left wall is \(u_{\rm out}=r\); the one that vanishes at the right wall is \(u_{\rm in}=L-r\). They have the same value \(a=L/2\) at the midpoint, but their slopes there are \(+1\) and \(-1\). The joined function is a triangle, and its kink shows that the energy is wrong.

To see how the kink responds to the energy, keep the first order in \(E\). With \(u=r+Ew\), the equation gives \(w''=-2r\), so \(w=-r^3/3\) if the starting slope stays 1. Hence, at \(r=a\),

\[
\frac{u'_{\rm out}}{u_{\rm out}}=\frac{1-Ea^2}{a(1-Ea^2/3)}
=\frac1a-\frac{2Ea}{3}+O(E^2).
\]

By symmetry the inward solution has the opposite value. The difference of the two is

\[
F(E)=\frac2a-\frac{4a}{3}E+O(E^2).
\]

The tangent at \(E=0\) crosses zero at \(E=3/(2a^2)=6/L^2\). That is one Newton step.

The same number follows without differentiating anything. The slope mismatch is 2, the value at the joint is \(a\), and the norm of the triangle is \(N=2\int_0^a r^2dr=2a^3/3\). Then

\[
\frac{a\times2}{2N}=\frac{2a}{4a^3/3}=\frac{3}{2a^2}=\frac6{L^2}.
\]

So the slope of \(F\) was contained in the norm. The error has fallen from \(-4.93/L^2\) to \(+1.07/L^2\).

## The general correction

For a radial function \(u(r)\) in a local potential \(V(r)\), write

\[
u''=2(W-E)u,\qquad W=V+\frac{l(l+1)}{2r^2}. \tag{1}
\]

\(V\) is held fixed during the search and does not depend on \(E\). Let \(u_{\rm out}\) be the solution that is regular at the origin, and \(u_{\rm in}\) the one that vanishes at a large outer radius \(R\). Pick a matching radius \(r_m\) where neither vanishes, and rescale them to a common value \(u_m\). The joined function \(u\) is continuous, and it solves the eigenvalue problem when

\[
F(E)=\left.\frac{u'_{\rm out}}{u_{\rm out}}-\frac{u'_{\rm in}}{u_{\rm in}}\right|_{r_m}
=\frac{u'_{\rm out}(r_m)-u'_{\rm in}(r_m)}{u_m}
\]

is zero. The logarithmic derivatives do not depend on how each branch is scaled, so each may be differentiated with whatever scaling is convenient.

Let \(v=\partial u/\partial E\) on one branch. Differentiating (1) gives \(v''=2(W-E)v-2u\). Multiply this by \(u\), multiply (1) by \(v\), and subtract; the terms with \(W-E\) cancel:

\[
(uv'-vu')'=uv''-vu''=-2u^2. \tag{2}
\]

The bracket on the left is what is needed, because

\[
\frac{\partial}{\partial E}\frac{u'}{u}=\frac{uv'-vu'}{u^2}. \tag{3}
\]

On the outward branch, fix the scale by \(u\to r^{l+1}\) at the origin. This start does not depend on \(E\), so \(uv'-vu'\) vanishes there. Integrating (2) from 0 to \(r_m\) gives

\[
\frac{\partial}{\partial E}\frac{u'_{\rm out}}{u_{\rm out}}=-\frac{2}{u_m^2}\int_0^{r_m}u^2dr .
\]

On the inward branch \(u(R)=0\) at every energy, so \(v(R)=0\) too. Integrating (2) from \(r_m\) to \(R\) gives zero minus the bracket at \(r_m\), which reverses the sign:

\[
\frac{\partial}{\partial E}\frac{u'_{\rm in}}{u_{\rm in}}=+\frac{2}{u_m^2}\int_{r_m}^{R}u^2dr .
\]

Each right-hand side is unchanged when its branch is rescaled, so the matched function may be used in both. Subtracting,

\[
F'(E)=-\frac{2N}{u_m^2},\qquad N=\int_0^R u^2dr . \tag{4}
\]

Newton's rule \(\Delta E=-F/F'\) is therefore

\[
\boxed{\;\Delta E=\frac{u_m\,[u'_{\rm out}(r_m)-u'_{\rm in}(r_m)]}{2N}\;} \tag{5}
\]

No approximation beyond Newton's linearization has entered. Since \(F'<0\), a positive mismatch asks for a higher energy: more kinetic energy bends the two branches further towards the axis, as in the triangle.

If the potential depended on energy, the last term of the equation for \(v\) would become \(-2(1-\partial W/\partial E)u\), and \(N\) in (4) would need the weight \(1-\partial W/\partial E\). Using the plain norm would then no longer give a Newton step.

## What the corrected energy means

The corrected energy is also the energy expectation value of the kinked function. Integrate the kinetic energy by parts on each side of \(r_m\). The terms at 0 and \(R\) vanish, while those at \(r_m\) do not cancel:

\[
\frac12\int_0^R u'^2dr=\frac{u_m}{2}(u'_{\rm out}-u'_{\rm in})-\frac12\int_0^R uu''dr ,
\]

where the last integral is taken over the two smooth pieces. By (1) it contributes \(-\int(W-E)u^2dr\). Adding \(\int Wu^2dr\) and dividing by \(N\),

\[
\frac{\int_0^R(\tfrac12u'^2+Wu^2)\,dr}{N}=E+\Delta E. \tag{6}
\]

A continuous function with a kink is a legitimate trial function, because this expression needs only a first derivative. For the lowest level of a given \(l\), the variational principle then says that a step lands at or above the level, from whichever side it started. The triangle landed above \(E_1\) for this reason. For hydrogen 1s, at \(-0.5\) hartree, a Numerov sweep started at \(-0.6\) leads to \(-0.4903\) hartree, and one started at \(-0.4\) leads to \(-0.4552\) hartree, matched at 1.517 and 2.356 bohr respectively, somewhat inside the classical turning points \(1/|E|\) of the starting energies (1.67 and 2.5 bohr). How far above the level the step lands depends on the matching radius. For an excited level this argument gives no bound.

## Why the error is squared

Let \(H=-\tfrac12d^2/dr^2+W\), with normalized eigenfunctions \(\psi_n\) and levels \(E_n\) in the box of radius \(R\). Crossing \(r_m\) from left to right, \(u'\) jumps by \(u'_{\rm in}-u'_{\rm out}=-Fu_m\). The second derivative therefore contains \(-Fu_m\,\delta(r-r_m)\), and

\[
(H-E)u=\tfrac12Fu_m\,\delta(r-r_m).
\]

Expand \(u=\sum_nc_n\psi_n\) and project on \(\psi_n\): \((E_n-E)c_n=\tfrac12Fu_m\psi_n(r_m)\). Evaluating \(u\) at \(r_m\), where it equals \(u_m\), gives

\[
F(E)=\frac{2}{\displaystyle\sum_n\frac{\psi_n(r_m)^2}{E_n-E}} . \tag{7}
\]

Now put \(E=E_k+e\), with small \(e\), and \(p=\psi_k(r_m)^2\neq0\). The term \(n=k\) is \(-p/e\). Call the sum of the others \(g\), and let \(C=g/p\) at \(E=E_k\). Then

\[
F=\frac{2}{-p/e+g}=-\frac{2e}{p-ge}=-\frac{2}{p}\left(e+Ce^2+O(e^3)\right).
\]

Differentiation gives \(F'=-(2/p)(1+2Ce+O(e^2))\), so that \(F/F'=e-Ce^2+O(e^3)\). The error after the step is

\[
e_{\rm new}=e-\frac{F}{F'}=Ce^2+O(e^3),\qquad
C=\sum_{n\ne k}\frac{1}{E_n-E_k}\,\frac{\psi_n(r_m)^2}{\psi_k(r_m)^2}. \tag{8}
\]

This is quadratic convergence, and \(C\) tells when it is useful. To leading order a step reduces the error if \(|Ce|<1\). \(C\) can be large when \(\psi_k\) is small at \(r_m\), or when another level lies close by and has appreciable amplitude there. If \(r_m\) is a node of \(\psi_k\), both branches vanish there at \(E=E_k\), and the matching fails.

In the empty box with \(r_m=L/2\), the even-numbered states vanish at the joint and the odd ones all have the same \(\psi_n^2\). With \(E_n=n^2\pi^2/(2L^2)\),

\[
C=\frac{2L^2}{\pi^2}\sum_{n=3,5,\dots}\frac{1}{n^2-1}
=\frac{2L^2}{\pi^2}\sum_{j\ge1}\frac{1}{4j(j+1)}=\frac{L^2}{2\pi^2},
\]

because \(1/[j(j+1)]=1/j-1/(j+1)\) sums to 1. Equation (8) then predicts an error of \(C(\pi^2/2L^2)^2=\pi^2/(8L^2)\approx1.23/L^2\) after the first step. The true value was \(1.07/L^2\); the initial error was too large for the leading term to be accurate.

## The step on a Numerov mesh

Atomic orbitals vary rapidly near the nucleus and slowly far away, which suits a uniform mesh in \(x=\ln r\). Put \(u=\sqrt r\,\varphi\). Since \(d/dr=r^{-1}d/dx\),

\[
u'=r^{-1/2}\left(\varphi_x+\tfrac12\varphi\right),\qquad
u''=r^{-3/2}\left(\varphi_{xx}-\tfrac14\varphi\right).
\]

Equation (1) becomes

\[
\varphi_{xx}=f\varphi,\qquad f=(l+\tfrac12)^2+2r^2(V-E).
\]

For mesh spacing \(h\), Taylor expansion gives \(\varphi_{i+1}-2\varphi_i+\varphi_{i-1}=h^2\varphi_{xx}+\tfrac{h^4}{12}\varphi_{xxxx}+O(h^6)\). Replace \(\varphi_{xx}\) by \(f\varphi\), and \(h^2\varphi_{xxxx}\) by the second difference of \(f\varphi\). In terms of

\[
y_i=(1-q_i)\varphi_i,\qquad q_i=\frac{h^2f_i}{12},
\]

the result, after dropping \(O(h^6)\), is Numerov's recurrence \(y_{i+1}-2y_i+y_{i-1}=h^2f_i\varphi_i\). It is used outward up to the mesh point \(m\) and inward down to it. At \(m\) itself a residual remains:

\[
\mathcal R=-\frac{y_{m+1}-2y_m+y_{m-1}}{h^2}+f_m\varphi_m . \tag{9}
\]

As \(h\to0\), \(h\mathcal R\) tends to the mismatch of \(\varphi_x\).

The Newton step for the mesh equations follows the same path as before. Write \(f_i\varphi_i=t_iy_i\) with \(t_i=f_i/(1-q_i)\). All mesh equations together read

\[
-\frac{y_{i+1}-2y_i+y_{i-1}}{h^2}+t_iy_i=\mathcal R\,\delta_{im}.
\]

Hold \(y_m\) fixed, let \(z_i=\partial y_i/\partial E\), and differentiate. Multiply the differentiated equation by \(y_i\) and the original by \(z_i\), subtract, and sum over \(i\). The second differences cancel by summation by parts when the end conditions on \(y\) do not depend on energy. (Fixing the first two values of \(\varphi\) instead changes \(y\) there by a relative amount of order \(h^2r_{\min}^2\) per unit energy, which is negligible.) As \(z_m=0\), what remains is

\[
\sum_i\frac{\partial t_i}{\partial E}y_i^2=y_m\frac{\partial\mathcal R}{\partial E}.
\]

Now \(dt/df=1/(1-q)^2\) and \(\partial f/\partial E=-2r^2\), so each term on the left is \(-2r_i^2\varphi_i^2\). Therefore

\[
\Delta E=-\frac{\mathcal R}{\partial\mathcal R/\partial E}=\frac{\mathcal R\,y_m}{2\sum_ir_i^2\varphi_i^2}. \tag{10}
\]

With \(h\) multiplied into numerator and denominator this tends to (5) as \(h\to0\), because \(y_m\to\varphi_m\), the product of \(\varphi_m\) and the mismatch of \(\varphi_x\) equals \(u_m(u'_{\rm out}-u'_{\rm in})\), and \(u^2dr=r^2\varphi^2dx\).

The continuum formula (5) suggests putting the function value \(\varphi_m\) in place of \(y_m\). That multiplies the step by \(1/(1-q_m)\), and the new error becomes

\[
e_{\rm new}=e-\frac{e}{1-q_m}+O(e^2)=-\frac{q_m}{1-q_m}\,e+O(e^2).
\]

Strictly, this convergence is linear, with a very small ratio. The two forms agree where \(f_m=0\). Since \(f=2r^2(W-E)+\tfrac14\), the outer zero of \(f\) lies slightly inside the outer classical turning point (2.33 against 2.36 bohr at the level of the model below); for \(l=0\) that model has a second zero near the nucleus, at 0.013 bohr, where there is no turning point. On a mesh of 360 intervals for the model below, matched at 0.043 bohr where \(q_m=-1.0888\times10^{-4}\), steps from \(\pm10^{-6}\) hartree around the mesh level give a linear ratio of \(1.089\times10^{-4}\) with \(\varphi_m\), as the formula predicts. With \(y_m\) it is below \(10^{-8}\) in magnitude.

## Finding the right level first

Newton's method is local, so the wanted level must first be isolated. Equation (2) supplies the means. At a node \(r_0\) of the outward solution, \(u=0\), and integration from the origin gives \(vu'=2\int_0^{r_0}u^2dr\). The node therefore moves with energy as

\[
\frac{dr_0}{dE}=-\frac{v}{u'}=-\frac{2}{u'(r_0)^2}\int_0^{r_0}u^2dr<0 .
\]

Nodes move inward as \(E\) rises, and a new one enters at \(R\) each time \(u_{\rm out}(R)=0\), which is when \(E\) passes a level. At sufficiently low energy there are none. The number of nodes inside the box thus equals the number of levels below \(E\).

This holds for the differential equation. On the Numerov mesh it needs \(q_i<1\) at every point. The recurrence reads \(y_{i+1}=[2+12q_i/(1-q_i)]\,y_i-y_{i-1}\); where \(q_i>1\) the bracket is below \(-10\), and the solution changes sign from point to point. Since \(q\) grows as \(h^2r^2|E|/6\), this happens at large \(r\) for deep energies. On the mesh of 900 intervals used below, \(q\) at 30 bohr passes 1 near \(-18\) hartree, and at \(-45\) hartree, under the lowest level of that model (\(-41.63\) hartree), the count gives 24 nodes instead of none. For deep levels the outer radius or the step must be reduced until \(q<1\) everywhere.

The procedure for the level with \(k\) radial nodes is:

1. Bisect until the outward solution has \(k\) nodes at the lower energy and \(k+1\) at the upper.
2. Fix \(r_m\) at a mesh point near the outer zero of \(f\) for an energy close to the wanted level. There \(q_m\) is small, and beyond the zero that belongs to the level's own energy, where \(f>0\), its wave function has no node. An energy low in a wide bracket can put \(r_m\) near or inside the last node: for hydrogen 2s the node is at 2 bohr, while at \(-0.49\) hartree \(f\) vanishes at about 1.9 bohr.
3. Integrate from both ends, match, and apply (10).
4. If the new energy leaves the bracket, bisect instead. Use the node count to tighten the bracket.
5. Stop when \(|\Delta E|\) is below the tolerance, after adding that last step.

## A screened-charge example

Take the model potential \(V=-[1+(Z-1)e^{-r}]/r\) with \(Z=10\) and \(l=0\), in a box of radius 30 bohr. An electron sees charge 10 near the nucleus and charge 1 far away. The target is the level with two radial nodes. The outward solution has 2 nodes at \(-1.0\) hartree and 3 at \(-0.5\) hartree, so the level lies between them.

Start at \(-1\) hartree with \(r_m=2.0607\) bohr. Adaptive integration of (1), scaled to \(u_m=1\), gives a slope mismatch of 0.710699 and a norm of 1.450462. Then

\[
\Delta E=\frac{0.710699}{2\times1.450462}=0.244991\ \text{hartree},
\]

and the new energy is \(-0.755009\) hartree.

On a Numerov mesh of 900 intervals, \(h=0.01913\), the first step is 0.244959 hartree, smaller by a relative \(1.3\times10^{-4}\). The kink explains this. The sum in (10) is a trapezoidal rule, which overestimates an integral by \(h^2/12\) times the drop in slope of the integrand at a kink. For \(r^2\varphi^2\) with \(u_m=1\) that drop is \(2r_m^2F\), so the norm is too large by \((h^2/12)\times2\times2.0607^2\times0.7107=1.8\times10^{-4}\), or \(1.3\times10^{-4}\) of \(N\). The effect disappears with the mismatch and does not shift the converged energy.

The Numerov iteration proceeds as follows, with errors relative to the converged energy on the same mesh.

| Sweep | \(E\) (hartree) | Error (hartree) |
|---|---|---|
| 0 | −1.00000000 | \(-2.1\times10^{-1}\) |
| 1 | −0.75504058 | \(3.0\times10^{-2}\) |
| 2 | −0.78439826 | \(6.6\times10^{-4}\) |
| 3 | −0.78505422 | \(3.1\times10^{-7}\) |
| 4 | −0.78505453 | \(<10^{-13}\) |

The ratios \(e_{\rm new}/e^2\) for the first three steps are 0.650, 0.729 and 0.718 per hartree. The sum (8), evaluated with all states of a finite-element diagonalization in the same box, gives \(C=0.718\) per hartree.

The converged energy is \(-0.7850545\) hartree, or \(-21.3624\) eV. It lies \(3.5\times10^{-8}\) hartree below the finite-element value. With 450 intervals the difference is \(5.7\times10^{-7}\) hartree, 16 times as large, as expected of a fourth-order method when \(h\) is doubled.

These figures settle when to stop. Near convergence the step is almost equal to minus the current error, so the error left after it is about \(C(\Delta E)^2\). The step from sweep 2, of size \(6.6\times10^{-4}\) hartree, leaves \(0.718\times(6.6\times10^{-4})^2\approx3\times10^{-7}\) hartree. One more step takes the iteration error far below the mesh error of \(3.5\times10^{-8}\) hartree. Beyond that point, greater accuracy has to come from a finer mesh.
